# Extended Falicov-Kimball model at strong coupling: XXZ pseudospins and excitonic order: verification in Python

```python
# Extended Falicov-Kimball model (EFKM), one spinless fermion per site, orbitals a, b:
#   H = -ta sum(a+a + hc) - tb sum(b+b + hc) + U sum na nb + B sum tz,
#   tz = (na - nb)/2, t+ = a^dag b.  Result under test, for U >> |ta|, |tb|:
#   Heff = sum_bonds [Jz (tz tz - 1/4) + Jp (tx tx + ty ty)] + B sum tz + O(t^4/U^3),
#   Jz = 2(ta^2+tb^2)/U, Jp = 4 ta tb/U; Bc2 = d(Jz+|Jp|) (exact for Heff),
#   Bc1 = d sqrt(Jz^2-Jp^2) (product states); in-plane (excitonic) order between them.
# d dimension, N or L sites, n number of a fermions (excitons), w = |ta|+|tb|,
# eta sublattice sign, rho_ij = <t+_i t-_j>, e energy per site, m = <tz>. Unit: ta.
import numpy as np, sympy as sp
from itertools import combinations
from scipy.linalg import eigh
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq, minimize
from scipy.special import ellipk

ta, tb, U, B, d = 1.0, -0.5, 20.0, 0.3, 2
def couplings(x, y, u): return 2*(x*x + y*y)/u, 4*x*y/u
def show(label, val, unit="ta"): print(f"{label} = {val:.6g} {unit}")
def pop(s): return bin(int(s)).count("1")

# ---- symbolic bond algebra in the 16-dimensional Fock space of two sites
def jw(k):
    out = np.eye(1, dtype=int)
    for q in range(4):
        f = np.diag([1, -1]) if q < k else (np.array([[0, 1], [0, 0]]) if q == k else np.eye(2, dtype=int))
        out = np.kron(out, f)
    return sp.Matrix(out.tolist())
a1, b1, a2, b2 = [jw(k) for k in range(4)]
sa, sb, sU, sB = sp.symbols("sa sb sU sB")
I16, Z16 = sp.eye(16), sp.zeros(16)
num = lambda c: c.T*c
V = -sa*(a1.T*a2 + a2.T*a1) - sb*(b1.T*b2 + b2.T*b1)
z1, z2 = (num(a1) - num(b1))/2, (num(a2) - num(b2))/2
H0 = sU*(num(a1)*num(b1) + num(a2)*num(b2)) + sB*(z1 + z2)
n1, n2 = num(a1) + num(b1), num(a2) + num(b2)
P = n1*(2*I16 - n1)*n2*(2*I16 - n2)
p1, p2 = a1.T*b1, a2.T*b2
assert (V*(z1 + z2) - (z1 + z2)*V).expand() == Z16
assert (P*V*P).expand() == Z16
assert (H0*V*P - V*P*H0 - sU*V*P).expand() == Z16
target = 2*(sa**2 + sb**2)*(z1*z2 - I16/4) + 4*sa*sb*(p1*p2.T + p1.T*p2)/2
assert (-P*V*V*P - P*target*P).expand() == Z16
# quadratic form of the product-state bond energy
s, dl, jz, jp, h = sp.symbols("s dl jz jp h")
cA, cB, sA, sBn = sp.cos(s + dl), sp.cos(s - dl), sp.sin(s + dl), sp.sin(s - dl)
diff = (jz*cA*cB - jp*sA*sBn + h*(cA + cB) + jz) - (
    (jz + jp)*sp.cos(s)**2 + 2*h*sp.cos(s)*sp.cos(dl) + (jz - jp)*sp.cos(dl)**2)
diff = sp.expand(sp.expand_trig(diff)).subs(
    {sp.sin(s)**2: 1 - sp.cos(s)**2, sp.sin(dl)**2: 1 - sp.cos(dl)**2})
assert sp.expand(diff) == 0

# ---- lattices and Hamiltonians
def ring(L): return [(i, (i + 1) % L) for i in range(L)]
def square(p, q):
    N = p*p + q*q
    key = lambda x, y: ((p*x + q*y) % N, (p*y - q*x) % N)
    idx, pts = {}, []
    for x in range(N):
        for y in range(N):
            if key(x, y) not in idx:
                idx[key(x, y)] = len(pts); pts.append((x, y))
    bonds = [(i, idx[key(x + u, y + v)]) for i, (x, y) in enumerate(pts) for u, v in ((1, 0), (0, 1))]
    assert len(pts) == N and len({frozenset(b) for b in bonds}) == 2*N
    return N, bonds, np.array([(-1.0)**(x + y) for x, y in pts])
def basis(L, n):
    return np.array(sorted(sum(1 << i for i in c) for c in combinations(range(L), n)), dtype=np.int64)
def hop(L, n, bonds):
    st = [int(x) for x in basis(L, n)]; ix = {x: k for k, x in enumerate(st)}
    K = np.zeros((len(st), len(st)))
    for k, x in enumerate(st):
        for i, j in bonds:
            if ((x >> i) ^ (x >> j)) & 1:
                mid = ((1 << max(i, j)) - 1) ^ ((1 << (min(i, j) + 1)) - 1)
                K[ix[x ^ (1 << i) ^ (1 << j)], k] += (-1)**pop(x & mid)
    return K
def annih(L, n, j):
    ix = {int(x): k for k, x in enumerate(basis(L, n - 1))}; st = basis(L, n)
    A = np.zeros((len(ix), len(st)))
    for k, x in enumerate(st):
        x = int(x)
        if (x >> j) & 1: A[ix[x ^ (1 << j)], k] = (-1)**pop(x & ((1 << j) - 1))
    return A
def efkm(L, n, bonds, x, y, u):
    Ka, Kb = hop(L, n, bonds), hop(L, L - n, bonds)
    D = [pop(p & q) for p in basis(L, n) for q in basis(L, L - n)]
    return -x*np.kron(Ka, np.eye(len(Kb))) - y*np.kron(np.eye(len(Ka)), Kb) + u*np.diag(D)
def xxz(L, n, bonds, Jz_, Jp_):
    st = basis(L, n); k = np.arange(len(st)); dg = np.zeros(len(st)); r, c, v = [], [], []
    for i, j in bonds:
        tzi, tzj = ((st >> i) & 1) - 0.5, ((st >> j) & 1) - 0.5
        dg += Jz_*(tzi*tzj - 0.25); f = tzi != tzj
        r.append(np.searchsorted(st, st[f] ^ ((1 << i) | (1 << j)))); c.append(k[f])
        v.append(np.full(int(f.sum()), Jp_/2))
    r.append(k); c.append(k); v.append(dg)
    return coo_matrix((np.concatenate(v), (np.concatenate(r), np.concatenate(c))),
                      shape=(len(st), len(st))).tocsr()
def ground(H):
    if H.shape[0] < 300:
        e, v = eigh(H.toarray())
    else:
        e, v = eigsh(H, k=1, which="SA", tol=1e-12, v0=np.ones(H.shape[0]))
    return e[0], v[:, 0]
def rho_xxz(L, n, psi):
    st, lo = basis(L, n), basis(L, n - 1); W = np.zeros((L, len(lo)))
    for j in range(L):
        f = ((st >> j) & 1) == 1
        W[j, np.searchsorted(lo, st[f] ^ (1 << j))] = psi[f]
    return W @ W.T
def rho_efkm(L, n, bonds, x, y, u):
    psi = eigh(efkm(L, n, bonds, x, y, u), subset_by_index=[0, 0])[1][:, 0]
    psi = psi.reshape(len(basis(L, n)), -1)
    W = np.array([(annih(L, n, j) @ psi @ annih(L, L - n + 1, j)).ravel() for j in range(L)])
    return W @ W.T
def spec_err(L, bonds, u, sign=1):
    Jz_, Jp_ = couplings(ta, tb, u); err = 0
    for n in range(L + 1):
        es = np.linalg.eigvalsh(xxz(L, n, bonds, Jz_, sign*Jp_).toarray())
        ef = np.linalg.eigvalsh(efkm(L, n, bonds, ta, tb, u))[:len(es)]
        err = max(err, np.abs(es - ef).max())
    return err

Jz, Jp = couplings(ta, tb, U); w = abs(ta) + abs(tb)
Bc1, Bc2 = 2*d*abs(ta**2 - tb**2)/U, 2*d*w*w/U
print(f"inputs: ta = {ta}, tb = {tb}, U = {U}, B = {B} (ta), d = {d}")
show("Jz", Jz); show("Jp", Jp); show("Jz/|Jp|", Jz/abs(Jp), ""); show("w", w)

# ---- low-energy spectra: fermions against pseudospins
lad = [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]
show("2x3 cluster max level error, U=20", spec_err(6, lad, U))
rl = spec_err(6, lad, 80.)/spec_err(6, lad, 160.)
rt = spec_err(3, ring(3), 80.)/spec_err(3, ring(3), 160.)
assert 7.3 < rl < 8.7 and 3.5 < rt < 4.5
show("error ratio U=80/160, 2x3 cluster", rl, ""); show("error ratio U=80/160, triangle", rt, "")
good, bad = spec_err(5, ring(5), 80.), spec_err(5, ring(5), 80., -1)
assert bad > 10*good
show("5-ring U=80 error, derived sign of Jp", good); show("5-ring U=80 error, opposite sign", bad)
gauge = lambda L, n, bd: np.abs(np.linalg.eigvalsh(efkm(L, n, bd, ta, tb, U))
                                - np.linalg.eigvalsh(efkm(L, n, bd, ta, -tb, U))).max()
assert gauge(6, 2, lad) < 1e-10 and gauge(5, 2, ring(5)) > 1e-3

# ---- excitonic correlations: fermion operator against in-plane pseudospin
N8, bd8, eta8 = square(2, 2)
def rho_pair(y, u):
    psi = ground(xxz(N8, 2, bd8, *couplings(ta, y, u)))[1]
    return rho_efkm(N8, 2, bd8, ta, y, u), rho_xxz(N8, 2, psi)
rf, rs = rho_pair(tb, U); rf2, rs2 = rho_pair(-tb, U); ee = np.outer(eta8, eta8)
assert rf.min() > 0 and rs.min() > 0 and (rf2*ee).min() > 0 and (rs2*ee).min() > 0
er = [np.abs(np.subtract(*rho_pair(tb, u))).max() for u in (80., 160.)]
assert 3.5 < er[0]/er[1] < 4.5
show("N=8 n=2 condensate n0/N, EFKM", rf.sum()/64, ""); show("N=8 n=2 condensate n0/N, XXZ", rs.sum()/64, "")
show("rho error ratio U=80/160", er[0]/er[1], "")

# ---- exact one-exciton threshold
def Bsum(Lk, u):
    c = np.cos(2*np.pi*np.arange(Lk)/Lk); x = 2*w*(c[:, None] + c[None, :])
    return brentq(lambda b: u*np.mean(1/(u + b - x)) - 1, max(0, 4*w - u + 1e-9), 10, xtol=1e-15)
Bell = lambda u: brentq(lambda b: 2*u*ellipk((4*w/(u + b))**2)/(np.pi*(u + b)) - 1, 0, 10, xtol=1e-15)
N16, bd16, eta16 = square(4, 0)
for u in (4., U):
    for y in (tb, -tb):
        assert abs(-np.linalg.eigvalsh(efkm(16, 1, bd16, ta, y, u))[0] - Bsum(4, u)) < 1e-9
B1d = -np.linalg.eigvalsh(efkm(16, 1, ring(16), ta, tb, U))[0]
assert abs(B1d - (np.sqrt(U*U + 4*w*w) - U)) < 1e-10
assert abs(Bsum(64, U) - Bell(U)) < 1e-11
assert abs((Bsum(64, 200.) - 4*w*w/200.)/(4*w**4/200.**3) - 1) < 0.01
show("Bc2 strong coupling d=2", Bc2); show("next-order term 4w^4/U^3", 4*w**4/U**3)
show("Bc2 exact one-exciton d=2", Bell(U)); show("Bc2 EFKM 4x4", Bsum(4, U))
show("Bc2 d=1 exact", B1d); show("Bc2 d=1 strong coupling", 2*w*w/U)

# ---- product states: brute-force minimisation with the bond operator
tx = np.array([[0, .5], [.5, 0]], complex); ty = np.array([[0, -.5j], [.5j, 0]])
tz = np.diag([.5, -.5]).astype(complex); I2 = np.eye(2)
def hbond(Jp_, b):
    return d*(Jz*(np.kron(tz, tz) - np.eye(4)/4) + Jp_*(np.kron(tx, tx) + np.kron(ty, ty))) \
        + b/2*(np.kron(tz, I2) + np.kron(I2, tz))
spinor = lambda t, f: np.array([np.cos(t/2) + 0j*f, np.sin(t/2)*np.exp(1j*f)])
th = np.linspace(0, np.pi, 241); T, F = [g.ravel() for g in np.meshgrid(th, np.arange(8)*np.pi/4)]
dm = lambda u_: np.einsum("ak,bk->kab", u_.conj(), u_).reshape(-1, 4)
MA, MB = dm(spinor(th, 0*th)), dm(spinor(T, F))
grid = lambda H: (MA @ H.reshape(2, 2, 2, 2).transpose(0, 2, 1, 3).reshape(4, 4) @ MB.T).real
def best(Jp_, b):
    H = hbond(Jp_, b); i, j = np.unravel_index(np.argmin(grid(H)), (len(th), len(T)))
    def en(p):
        v = np.kron(spinor(p[0], 0.), spinor(p[1], p[2])); return (v.conj() @ H @ v).real
    r = minimize(en, [th[i] + .01, T[j] + .01, F[j] + .01], method="Nelder-Mead",
                 options=dict(xatol=1e-9, fatol=1e-15, maxiter=3000, maxfev=3000))
    uA, uB = spinor(r.x[0], 0.), spinor(r.x[1], r.x[2])
    zA, zB = [(u_.conj() @ tz @ u_).real for u_ in (uA, uB)]
    pA, pB = [u_[0].conj()*u_[1] for u_ in (uA, uB)]
    return r.fun, (zA + zB)/2, abs(zA - zB)/2, abs(pA), (pA*pB.conj()).real
def formula(b):
    if b < Bc1: return -d*Jz/2, 0., .5, 0.
    if b < Bc2: return -Bc2/4 - b*b/(4*Bc2), -b/(2*Bc2), 0., .5*np.sqrt(1 - (b/Bc2)**2)
    return -b/2, -.5, 0., 0.
for b in (0.05, 0.13, 0.17, 0.3, 0.42, 0.5):
    for sg in (1, -1):
        r, f = best(sg*Jp, b), formula(b)
        assert abs(r[0] - f[0]) < 1e-10 and np.allclose(r[1:4], f[1:], atol=1e-5)
        assert abs(r[4] + np.sign(sg*Jp)*f[3]**2) < 1e-5
E0g = grid(hbond(Jp, 0.)); mg = grid(hbond(Jp, 1.)) - E0g; sel = mg < -1e-3
ratio = (E0g[sel] + d*Jz/2)/(-mg[sel]); Bc1num = ratio.min()
assert Bc1 - 1e-9 < Bc1num < Bc1 + 1e-4
mjump = -0.5*abs(abs(ta) - abs(tb))/w
near = mg[sel][ratio < Bc1 + 2e-4]   # degenerate line of mixed states, from m = 0 to the jump
assert near.max() > 0.2*mjump and abs(near.min() - mjump) < 0.01
assert np.any(np.abs(near - 0.5*mjump) < 0.01)
assert abs(best(Jp, Bc1 + 1e-3)[1] - mjump) < 2e-3
show("Bc1 mean field", Bc1); show("Bc1 grid search", Bc1num); show("m just above Bc1", mjump, "")
show("|<a+b>| just above Bc1", np.sqrt(.25 - mjump**2), ""); show("e Neel", formula(0)[0])
r = best(Jp, B)
show("mean field e at B", r[0]); show("mean field m at B", r[1], "")
show("mean field <na> at B", r[1] + .5, ""); show("mean field |<a+b>| at B", r[3], "")

# ---- quantum XXZ on the 4x4 torus
def fields(E):
    half = len(E) - 1
    lo = [(E[n] - E[half])/(half - n) for n in range(half)]
    hi = [(E[0] - E[n])/n for n in range(1, half + 1)]
    return min(lo), max(hi), int(np.argmin(lo)), 1 + int(np.argmax(hi))
E, mz2, mp2 = [], [], []
for n in range(9):
    e, psi = ground(xxz(16, n, bd16, Jz, Jp)); st = basis(16, n)
    stag = sum(eta16[i]*(((st >> i) & 1) - .5) for i in range(16))
    E.append(e); mz2.append(psi**2 @ stag**2/256)
    mp2.append(((rho_xxz(16, n, psi).sum() if n else 0.) - (n - 8))/256)
E = np.array(E); q1, q2, nlo, nhi = fields(E)
assert abs(q2 - Bc2) < 1e-10 and nhi == 1 and 0 < q1 < B < q2
for b in (0., 0.1, 0.2, 0.3, 0.4):
    assert (E + b*(np.arange(9) - 8)).min()/16 < formula(b)[0]
nB = int(np.argmin(E + B*np.arange(9)))
assert 0 < nB < 8 and mp2[nB]/2 > mz2[nB] and mz2[8] > mp2[8]/2
show("4x4 upper field", q2); show("4x4 lower field", q1); print(f"4x4 sector reached at lower field: n = {nlo}")
show("4x4 E(2)-2E(1)+E(0)", E[2] - 2*E[1] + E[0])
print(f"4x4 ground sector at B: n = {nB}, n/N = {nB/16:.4f}")
show("4x4 e at B", (E[nB] + B*(nB - 8))/16)
for n in (8, nB, 0):
    print(f"4x4 n={n}: E = {E[n]:.5f} ta, staggered Mz^2 = {mz2[n]:.4f}, Mx^2+My^2 = {mp2[n]:.4f}")
Efk = [ground(xxz(8, n, bd8, *couplings(ta, 0., U)))[0] for n in range(5)]
f1, f2, _, _ = fields(Efk)
assert abs(f1 - f2) < 1e-12 and abs(f1 - 2*d*ta*ta/U) < 1e-12
show("tb=0: Bc1 = Bc2 (N=8)", f1)

# ---- size trend of the condensate at n/N = 1/4
cond = {}
for p, q in ((2, 2), (4, 0), (4, 2)):
    N, bd, _ = square(p, q); n = N//4
    for name, bonds in (("square", bd), ("chain", ring(N))):
        c = rho_xxz(N, n, ground(xxz(N, n, bonds, Jz, Jp))[1]).sum()/N**2
        assert c < n*(N - n + 1)/N**2
        cond[name, N] = c
    print(f"N={N} n0/N: square {cond['square', N]:.4f}, chain {cond['chain', N]:.4f}, bound {n*(N-n+1)/N**2:.4f}")
rsq, rch = cond["square", 20]/cond["square", 8], cond["chain", 20]/cond["chain", 8]
assert rch < rsq
print(f"ratio N=20/N=8: square {rsq:.4f}, chain {rch:.4f}; mean field n0/N = {0.25 - 0.25**2:.4f}")
scale = 100.0
print(f"for ta = {scale:.0f} meV: Bc1 = {Bc1*scale:.2f} meV, Bc2 = {Bc2*scale:.2f} meV, exact Bc2 = {Bell(U)*scale:.2f} meV")
print("all tests passed")
```

Printed output:

```
inputs: ta = 1.0, tb = -0.5, U = 20.0, B = 0.3 (ta), d = 2
Jz = 0.125 ta
Jp = -0.1 ta
Jz/|Jp| = 1.25 
w = 1.5 ta
2x3 cluster max level error, U=20 = 0.00764504 ta
error ratio U=80/160, 2x3 cluster = 7.98563 
error ratio U=80/160, triangle = 4.03202 
5-ring U=80 error, derived sign of Jp = 3.76388e-05 ta
5-ring U=80 error, opposite sign = 0.018046 ta
N=8 n=2 condensate n0/N, EFKM = 0.208423 
N=8 n=2 condensate n0/N, XXZ = 0.213134 
rho error ratio U=80/160 = 4.0014 
Bc2 strong coupling d=2 = 0.45 ta
next-order term 4w^4/U^3 = 0.00253125 ta
Bc2 exact one-exciton d=2 = 0.452474 ta
Bc2 EFKM 4x4 = 0.455173 ta
Bc2 d=1 exact = 0.223748 ta
Bc2 d=1 strong coupling = 0.225 ta
Bc1 mean field = 0.15 ta
Bc1 grid search = 0.15 ta
m just above Bc1 = -0.166667 
|<a+b>| just above Bc1 = 0.471405 
e Neel = -0.125 ta
mean field e at B = -0.1625 ta
mean field m at B = -0.333333 
mean field <na> at B = 0.166667 
mean field |<a+b>| at B = 0.372678 
4x4 upper field = 0.45 ta
4x4 lower field = 0.103896 ta
4x4 sector reached at lower field: n = 7
4x4 E(2)-2E(1)+E(0) = 0.0380926 ta
4x4 ground sector at B: n = 4, n/N = 0.2500
4x4 e at B = -0.171326 ta
4x4 n=8: E = -2.23714 ta, staggered Mz^2 = 0.1528, Mx^2+My^2 = 0.1259
4x4 n=4: E = -1.54122 ta, staggered Mz^2 = 0.0187, Mx^2+My^2 = 0.1910
4x4 n=0: E = 0.00000 ta, staggered Mz^2 = 0.0000, Mx^2+My^2 = 0.0312
tb=0: Bc1 = Bc2 (N=8) = 0.2 ta
N=8 n0/N: square 0.2131, chain 0.1775, bound 0.2188
N=16 n0/N: square 0.1753, chain 0.1227, bound 0.2031
N=20 n0/N: square 0.1683, chain 0.1084, bound 0.2000
ratio N=20/N=8: square 0.7897, chain 0.6110; mean field n0/N = 0.1875
for ta = 100 meV: Bc1 = 15.00 meV, Bc2 = 45.00 meV, exact Bc2 = 45.25 meV
all tests passed
```
